# How many subbands hold 99.99 percent of the charge?

**Question**

I am writing a Poisson–Schrödinger solver for a thin semiconductor layer and must decide how many subbands to include in the electron density. As a warm-up I have this exercise: nondegenerate electrons of mass $0.916\,m_0$ sit in an infinite well 10 nm wide at 300 K. How many subbands must be kept so that less than 0.01 percent of the charge is omitted?

I can write down the levels, but then I am stuck. The exercise gives neither the Fermi level nor the mass for motion along the layer, and both seem necessary for a charge. I also thought of stopping once $E_n$ is a few times $k_BT$. The fourth level is already at about $2.5\,k_BT$, so would four do? And can I use the answer for a real silicon film?

**Answer**

You need neither the Fermi level nor the in-plane mass, because both cancel from the omitted fraction. Four subbands are too few, as the sums below show.

**What is being assumed**

The well is flat, with hard walls at $z=0$ and $z=L$. The given mass $m$ governs motion across the well. All subbands have the same in-plane mass $m_p$ and the same number of equivalent valleys $g_v$, and the bands are parabolic. "Nondegenerate" means that the occupation of a state of energy $E$ is $e^{(\mu-E)/k_BT}$, where $\mu$ is the Fermi level. "Charge" means the sheet charge, integrated across the well.

**Levels**

The wavefunction vanishes at both walls, so it is $\sin(k_nz)$ with $k_nL=n\pi$. Hence

$$E_n=\frac{\hbar^2k_n^2}{2m}=n^2E_1,\qquad E_1=\frac{\pi^2\hbar^2}{2mL^2}.$$

With $m=0.916\,m_0$ and $L=10^{-8}$ m, $E_1=6.577\times10^{-22}$ J, or 4.105 meV. At 300 K, $k_BT=25.852$ meV. The one number that matters is

$$a=\frac{E_1}{k_BT}=\frac{4.105}{25.852}=0.1588 .$$

**Charge in one subband**

An electron in subband $n$ also moves along the layer, with energy $\hbar^2k^2/2m_p$. Per unit area there are $2g_v/(2\pi)^2$ states per unit area of the in-plane $k$ plane, the 2 being for spin. The electron density per unit area is therefore

$$N_n=\frac{2g_v}{(2\pi)^2}\int_0^\infty 2\pi k\,dk\;e^{(\mu-E_n-\hbar^2k^2/2m_p)/k_BT}.$$

The prefactors combine to $g_v/\pi$. With $x=\hbar^2k^2/(2m_pk_BT)$ we have $k\,dk=(m_pk_BT/\hbar^2)\,dx$, and $\int_0^\infty e^{-x}dx=1$. So

$$N_n=\frac{g_vm_pk_BT}{\pi\hbar^2}\,e^{\mu/k_BT}\,e^{-an^2}.$$

Everything except the last factor is common to all subbands. The fraction omitted when the lowest $N$ are kept is

$$R_N=\frac{\sum_{n=N+1}^\infty e^{-an^2}}{Z},\qquad Z=\sum_{n=1}^\infty e^{-an^2}.$$

The weights fall with $n$, so no other choice of $N$ subbands omits less.

**The total $Z$**

You can add the terms directly, but a closed form is available. Consider the periodic function $f(x)=\sum_{n=-\infty}^{\infty}e^{-a(x+n)^2}$. Its Fourier coefficients are

$$c_j=\int_{-\infty}^{\infty}e^{-ax^2}e^{-2\pi ijx}dx=\sqrt{\frac{\pi}{a}}\;e^{-\pi^2j^2/a},$$

because the integrals over unit cells join into one integral over the whole line. Setting $x=0$ gives $f(0)=\sum_jc_j$. On the other hand, $f(0)=1+2Z$, since $n$ and $-n$ contribute equally and $n=0$ contributes 1. Thus

$$Z=\frac12\left(\sqrt{\frac{\pi}{a}}-1\right)+\sqrt{\frac{\pi}{a}}\sum_{j=1}^{\infty}e^{-\pi^2j^2/a}.$$

Here $e^{-\pi^2/a}$ is about $10^{-27}$, so the last sum can be dropped, leaving $Z=1.7240$.

**Bracketing the tail**

The omitted sum is larger than its first term, $e^{-a(N+1)^2}$. The ratio of term $n+1$ to term $n$ is $e^{-a(2n+1)}$. In the tail $n\ge N+1$, so this ratio is at most $e^{-a(2N+3)}$. A geometric series with that ratio therefore bounds the tail from above:

$$\frac{e^{-a(N+1)^2}}{Z}<R_N<\frac{e^{-a(N+1)^2}}{Z\left[1-e^{-a(2N+3)}\right]}.$$

If $R_N<10^{-4}$, the lower bound must also be below $10^{-4}$. Taking logarithms gives a necessary condition:

$$N+1>\sqrt{\frac{1}{a}\ln\frac{1}{10^{-4}Z}}=7.39 .$$

Since $N+1$ is an integer, it must be at least 8, so $N\ge7$. To see that seven are enough, use the upper bound:

$$R_7<\frac{e^{-64a}}{Z(1-e^{-17a})}=2.40\times10^{-5}=0.00240\text{ percent}.$$

For six, the lower bound already gives $R_6>e^{-49a}/Z=0.0242$ percent, which is too much. **The answer to the exercise is seven subbands.**

The direct sums are:

| $n$ | $E_n$ (meV) | share of charge (%) | omitted after $n$ (%) |
|---|---:|---:|---:|
| 1 | 4.11 | 49.49 | 50.51 |
| 2 | 16.42 | 30.73 | 19.78 |
| 3 | 36.95 | 13.89 | 5.88 |
| 4 | 65.68 | 4.57 | 1.31 |
| 5 | 102.63 | 1.09 | 0.218 |
| 6 | 147.78 | 0.191 | 0.0266 |
| 7 | 201.15 | 0.0242 | 0.0024 |
| 8 | 262.73 | 0.0022 | 0.0002 |

Your stopping point of four would omit 1.3 percent. The energy of the last kept level is not the right measure. What counts is the first omitted level: here $E_8-E_1=258.6$ meV, or about $10\,k_BT$.

**How the count changes with temperature and width**

The count depends on $a$, which is proportional to $1/(mL^2T)$. To see which way $R_N$ moves, divide the omitted sum by the kept sum:

$$\frac{R_N}{1-R_N}=\sum_{l>N}\frac{1}{\sum_{n\le N}e^{a(l^2-n^2)}}.$$

Every exponent is positive, so each denominator grows with $a$ and $R_N$ falls. A narrower well or a lower temperature thus never requires more subbands.

Solving $R_7=10^{-4}$ and $R_6=10^{-4}$ numerically gives $a=0.1354$ and $a=0.1799$. Seven is the right count between these values. At a fixed width of 10 nm this means roughly 265 to 352 K; at a fixed 300 K it means widths of roughly 9.4 to 10.8 nm. At 400 K in the same well, seven omit 0.027 percent and eight are needed.

Two limits show the trend. For large $a$, the second subband dominates what is left after the first, and $R_1\approx e^{-3a}$. One subband then suffices once $a$ exceeds about $\frac13\ln10^4$. For small $a$, many subbands are filled and the sums become integrals:

$$R_N\approx\frac{\int_N^\infty e^{-ax^2}dx}{\int_0^\infty e^{-ax^2}dx}=\operatorname{erfc}(N\sqrt a).$$

A fixed tolerance then fixes $N\sqrt a$, so $N$ grows as $L\sqrt{mT}$.

**Total charge is not local density**

Your solver passes a density $n(z)$ to Poisson's equation, not just a total. The normalized probability density in subband $n$ is $(2/L)\sin^2(n\pi z/L)$. Close to a wall, where $n\pi z/L\ll1$ for the subbands that matter, this is proportional to $n^2z^2$. The local omitted fraction is therefore

$$R_N^{\rm wall}=\frac{\sum_{n>N}n^2e^{-an^2}}{\sum_{n\ge1}n^2e^{-an^2}}.$$

Seven subbands give 0.038 percent here, and eight give 0.0032 percent. If you want 0.01 percent accuracy relative to the local density near the wall, take eight. The density itself is small there, which is why the integrated charge is less demanding.

**Can you use seven for a silicon film?**

Not for the whole film. The value 0.916 is roughly the longitudinal mass of silicon. In a (100) film, two valleys have this mass across the film. The other four have the transverse mass, roughly $0.19\,m_0$, across it. Their lowest level is at 19.79 meV, but they are more numerous and have a larger in-plane mass.

For unequal in-plane masses $m_x$ and $m_y$, rescaling $k_x$ and $k_y$ to make the energy circular replaces $m_p$ by $\sqrt{m_xm_y}$. The prefactors $g_vm_p$ are thus $2(0.19)\,m_0$ for your ladder and $4\sqrt{0.19\times0.916}\,m_0$ for the other. With a common Fermi level, no strain and the same hard walls, summing both ladders puts 56.6 percent of the charge in the four other valleys. A solver with your ladder alone would miss more than half the electrons. Ranking all subbands by charge, ten are needed: seven from your ladder and three from the other. They omit 0.0016 percent of the film's charge, while the best nine omit 0.0121 percent.

**How safe is seven within its own ladder?**

The following estimates keep the 10 nm width, 300 K and the two valleys of mass 0.916. The material parameters are rough.

*Degeneracy.* With Fermi statistics, the constant density of states of a subband gives

$$\int_{E_n}^{\infty}\frac{dE}{1+e^{(E-\mu)/k_BT}}=k_BT\ln\left[1+e^{(\mu-E_n)/k_BT}\right],$$

which replaces the Boltzmann factor. For a chosen density of $10^{11}$ cm⁻² in this ladder, solving for $\mu$ puts it $4.4\,k_BT$ below $E_1$, and seven subbands omit 0.00241 percent. At $10^{12}$ cm⁻² they omit 0.00250 percent. The fraction rises because $\ln(1+y)/y$ falls with $y$: the low subbands lose more relative to Boltzmann than the high ones do. These figures keep the well flat. At $10^{12}$ cm⁻² that is no longer accurate: the charge bends the band by about 22 meV, and seven then omit about 0.0027 percent.

*Band bending.* I solved the Schrödinger and Poisson equations together on a grid, with $10^{11}$ cm⁻², Boltzmann statistics, relative permittivity 11.7 and equal and opposite fields at the two walls. Only this ladder's charge is counted. The electrons raise the potential energy at mid-well by 2.3 meV relative to the walls; filling the other four valleys to the same Fermi level would make it about 5.7 meV. Seven subbands then omit 0.00242 percent. Adding instead a uniform gate field of 0.10 MV/cm to the empty well, also on a grid, gives 0.0016 percent. Neither changes the count. That field is weak, however. Stronger fields push the electrons against one wall and spread the low levels apart, so the count falls: six at 0.2 MV/cm, four at 0.5 MV/cm and three at 1 MV/cm in the empty well.

*Finite barrier.* Take an oxide barrier $V_0=3.1$ eV and barrier mass $m_b=0.5\,m_0$. Inside, write $\psi=\sin(kz+\delta)$; outside, it decays at the rate $\kappa=\sqrt{2m_b(V_0-E)}/\hbar$. Continuity of $\psi$ and $\psi'/(\text{mass})$ at the left wall gives $k\cot\delta/m=\kappa/m_b$. By symmetry the right wall adds the same phase, so

$$kL=n\pi-2\arctan\frac{km_b}{\kappa m}.$$

Solving this numerically lowers $E_8$ from 262.7 to 253.7 meV. The fraction omitted by seven rises to 0.0033 percent.

*Nonparabolicity.* Let $\gamma$ be the parabolic energy, and let the true energy obey $E(1+\alpha E)=\gamma$ with $\alpha=0.5$ eV⁻¹. This is a crude description, using one $\alpha$ for all directions. It may well overstate the effect in silicon: in the two-band k·p model of these valleys, the band is parabolic along the longitudinal axis, which is the confinement direction here. Levels 6 to 8 also have wavenumbers larger than the distance from the valley minimum to the X point, about 1.7 nm⁻¹, so treating each valley as isolated is itself an approximation. With hard walls and an inter-band coupling $\hbar^2k_xk_y/M$, where $1/M=1/m_t-1/m_0$ and $m_t=0.19\,m_0$, the two-band model leaves about 0.0022 percent above seven subbands per valley, close to the parabolic value. The single-$\alpha$ numbers below are therefore a pessimistic case. The positive root is

$$E=\frac{\sqrt{1+4\alpha\gamma}-1}{2\alpha},$$

which lowers $E_8$ to 235.1 meV. The density of states is also multiplied by $d\gamma/dE=1+2\alpha E$, so the weight of a subband becomes

$$\int_{E_n}^\infty(1+2\alpha E)e^{-E/k_BT}dE=k_BT\,e^{-E_n/k_BT}\left[1+2\alpha(E_n+k_BT)\right].$$

Now seven omit 0.0089 percent, just inside the limit. If the finite-barrier levels are used for $\gamma_n$, so that both effects act, seven omit 0.0115 percent and eight omit 0.0015 percent. This combination is an estimate, since the barrier matching was done with a parabolic band.

So seven answers the exercise, but in this crude, pessimistic estimate the barrier and nonparabolicity together use up its margin. Whether they do so in a real film depends on the band model. For a real film near these conditions I would start with eight subbands in this ladder, include the other four valleys, and then add subbands until the density stops changing at the accuracy you need. A hotter device, a wider film, a strong gate field, a high density or a stricter local criterion calls for a fresh count.

All numerical values are calculated from the stated model.
